Matching Electron and Hole Tunnelling Exponents in a Reconfigurable Schottky Transistor

**The situation**

A reconfigurable transistor is an undoped semiconductor wire between metal contacts. One gate polarity bends the bands down at the source, so that electrons tunnel from the metal into the conduction band. The other bends them up, and holes tunnel into the valence band. The same device then serves as an n-type or a p-type transistor, and a circuit built from such devices wants the two states to conduct about equally well.

Both carriers start at the same metal Fermi level, which I take as the zero of energy. At the contact the conduction edge lies φ_n above it and the valence edge φ_p below it. Both distances are positive, and together they make the gap:

φ_n + φ_p = E_g.

Moving the Fermi level helps one carrier and hinders the other. Where should it lie if the carriers have different tunnelling masses m_n and m_p along the wire?

**Simplest case: a flat barrier**

Let an electron at energy zero meet a barrier of constant height φ and thickness d. Inside it the one-band effective-mass equation is

−(ħ²/2m) ψ″ + φψ = 0, so ψ″ = κ²ψ, with κ = √(2mφ)/ħ.

The decaying solution is e^(−κx), and its squared size falls by e^(−2κd). The exponent is therefore

G = 2d √(2mφ)/ħ.

For two carriers with the same d, G_n = G_p means √(m_nφ_n) = √(m_pφ_p), or

φ_n/φ_p = m_p/m_n (flat barrier, equal thickness).

Equal masses put the Fermi level at midgap, as symmetry demands. The lighter carrier needs the higher barrier. At a gated contact, however, the thickness is not fixed: a higher barrier is also a thicker one.

**The triangular barrier**

Let F be the magnitude of the force on the carrier, in eV/nm; 0.1 eV/nm corresponds to 1 MV/cm. In the n-state the conduction edge is

E_c(x) = φ_n − Fx.

At energy zero the electron is a depth φ_n − Fx inside the forbidden region, which ends at x = φ_n/F.

For holes the gate is reversed and the valence edge rises into the wire:

E_v(x) = −φ_p + Fx.

The valence band curves downward, E = E_v − ħ²k²/(2m_p), with m_p positive. At E = 0 this gives k² = 2m_pE_v/ħ², which is negative where E_v < 0. Writing k² = −κ²,

κ² = 2m_p(φ_p − Fx)/ħ².

This is the electron expression with the labels exchanged, so one calculation serves both.

When κ varies slowly, put ψ = e^(−S). Then ψ″ = (S′² − S″)ψ, and the wave equation reads S′² − S″ = κ². Dropping S″ gives S′ = κ, so the squared wave falls by e^(−G) with

G = 2 ∫₀^(φ/F) κ dx = (2√(2m)/ħ) ∫₀^(φ/F) √(φ − Fx) dx.

Substitute ε = φ − Fx, so dx = −dε/F; the limits 0 and φ/F become φ and 0, and the minus sign restores their order:

∫₀^(φ/F) √(φ − Fx) dx = (1/F) ∫₀^φ √ε dε = 2φ^(3/2)/(3F).

Hence

G = 4√(2m) φ^(3/2)/(3ħF).

The neglected term is small if |κ′|/κ² ≪ 1. At the contact κ′ = −κF/(2φ), so this ratio is F/(2φκ). Since G = (4/3)κφ/F there, it equals 2/(3G). A large exponent thus justifies the approximation near the metal. It fails near the exit point, where κ vanishes; that defect is examined below with the full wave.

**Matching the exponents**

At equal F the common factor 4√2/(3ħF) cancels from G_n = G_p:

√m_n φ_n^(3/2) = √m_p φ_p^(3/2).

Squaring gives m_nφ_n³ = m_pφ_p³. Dividing by m_nφ_p³ and taking the real cube root,

φ_n/φ_p = (m_p/m_n)^(1/3).

All quantities are positive, so each step can be reversed: the condition is necessary and sufficient within this model. With φ_p = φ_n(m_n/m_p)^(1/3), the gap condition gives

φ_n = E_g/[1 + (m_n/m_p)^(1/3)].

There is one solution, because raising φ_n at fixed gap raises G_n and lowers G_p.

Two limits show how weak the mass dependence is. For nearly equal masses write (m_p/m_n)^(1/3) = e^δ, with δ = (1/3)ln(m_p/m_n). Then φ_n = E_g/(1 + e^(−δ)) ≈ E_g(1/2 + δ/4), so

φ_n − E_g/2 ≈ (E_g/12) ln(m_p/m_n).

For a very heavy electron, φ_n tends to E_g(m_p/m_n)^(1/3): a thousandfold mass ratio still leaves about a tenth of the gap as electron barrier.

The cube root comes from the shape. Suppose the forbidden depth is φh(x/w), with one shape h for both carriers and a width w proportional to φ^p. With x = ws, G is proportional to √m φ^(1/2) w, hence to √m φ^(1/2+p), and matching gives

φ_n/φ_p = (m_p/m_n)^(1/(1+2p)).

The flat barrier has p = 0 and power 1; the triangle has p = 1 and power 1/3.

Equal field matters too. If the two states have forces F_n and F_p, equality requires √m_n φ_n^(3/2)/F_n = √m_p φ_p^(3/2)/F_p. Raising to the power 2/3,

φ_n/φ_p = (m_p/m_n)^(1/3) (F_n/F_p)^(2/3).

This was tested by integrating κ numerically and searching for the barrier that equalizes the exponents. The mass pairs (m_n, m_p) were (0.20, 0.30), (0.19, 0.50) and (0.92, 0.16) free-electron masses m₀; each was combined with one equal and two unequal field pairs. All nine roots agreed with the formula to a relative 10⁻⁸.

**Numbers for a silicon-like wire**

Take E_g = 1.12 eV, m_n = 0.20 m₀, m_p = 0.30 m₀ and F = 0.20 eV/nm, or 2 MV/cm. The gap is silicon's and the electron mass is close to its light valley mass. The hole mass is a model value, heavier than silicon's light hole; the last section returns to this. The required ratio is

φ_n/φ_p = (0.30/0.20)^(1/3) = 1.145,

and therefore

φ_n = 1.12/(1 + 1/1.145) = 0.598 eV, φ_p = 0.522 eV.

The Fermi level lies 0.038 eV below midgap. The near-equal-mass formula gives the same: (1.12/12) ln 1.5 = 0.038 eV.

With ħ²/(2m₀) = 0.0381 eV nm², the electron exponent is

G_n = (4/3) √(0.20/0.0381) (0.598)^(3/2)/0.20 = 7.06.

The hole exponent is the same, and e^(−G) = 8.6 × 10⁻⁴. The barriers are 2.99 nm and 2.61 nm thick: the electron's barrier is higher and thicker, and its smaller mass compensates for both. The slow-variation ratio at the contact is 2/(3 × 7.06) = 0.09.

How accurately must the Fermi level be placed? Since G varies as φ^(3/2),

dG/dφ = 3G/(2φ),

which is 17.7 per eV for electrons and 20.3 per eV for holes. A small shift changes both barriers in opposite senses, so the slopes add to 38.0 per eV. A factor of 2 between the carriers is offset by ln 2/38.0 = 0.018 eV.

For comparison, barriers of 0.66 and 0.46 eV at the same field give exponents 8.19 and 5.84. The factor e^(−G) then favours holes by 10.5, although the Fermi level has moved by just 0.062 eV. A 10% higher field in the electron state would change the required ratio from 1.145 to 1.220.

**Keeping the whole wave**

The linear barrier can be solved without dropping S″. The electron equation is

ψ″ = (2m/ħ²)(φ − Fx)ψ.

Define ℓ³ = ħ²/(2mF) and ξ = (φ − Fx)/(Fℓ). Then d/dx = −(1/ℓ)d/dξ, and the equation becomes d²ψ/dξ² = ξψ, whose solutions are the Airy functions Ai and Bi. Deep in the wire ξ is large and negative, where Ai and Bi behave as a sine and a cosine of the same growing phase. The outgoing wave is thus ψ = Bi + iAi.

Using Ai Bi′ − Ai′ Bi = 1/π, its flux is

J = (ħ/m) Im(ψ* dψ/dx) = −(ħ/mℓ)(Bi Ai′ − Ai Bi′) = ħ/(πmℓ).

In the metal take free-mass waves Ae^(ikx) + Be^(−ikx). Continuity of ψ and of ψ′ divided by the mass gives A + B = ψ₀ and ik(A − B)/m₀ = ψ₀′/m. Eliminating B,

A = ½[ψ₀ + (m₀/m)ψ₀′/(ik)].

At weak field ξ₀ = φ/(Fℓ) is large. There Ai is negligible, and Bi ≈ e^ζ/(√π ξ₀^(1/4)) with ζ = (2/3)ξ₀^(3/2). The contact decay constant is κ₀ = √ξ₀/ℓ, so 2ζ = (4/3)κ₀φ/F = G, and ψ₀′ ≈ −κ₀ψ₀. Let r = (κ₀/m)/(k/m₀). The two terms in A are a quarter turn apart in phase, so

|A|² = e^G(1 + r²)/(4π√ξ₀).

The transmission is the outgoing flux over the incident flux ħk|A|²/m₀:

T = [m₀/(πmℓk)] × 4π√ξ₀ e^(−G)/(1 + r²) = [4r/(1 + r²)] e^(−G).

The exponent survives, and the exit point has added no field-dependent factor at this order. For holes the wave equation is the same but the flux carries mass −m_p. The outgoing wave becomes Bi − iAi, A becomes its complex conjugate, and T keeps its form.

For both matched barriers, the change in ln T between 0.5 and 0.25 MV/cm agreed with the change in −G to 0.2%. The prefactor at 0.25 MV/cm agreed with 4r/(1 + r²) to 2%.

The prefactors are not equal. With metal Fermi energy E_M measured from the metal band bottom, r = √[φm₀/(mE_M)]. For a model value E_M = 5 eV, r is 0.77 for electrons and 0.59 for holes, giving prefactors 1.94 and 1.75. At the working field the Airy transmissions are 1.65 × 10⁻³ and 1.47 × 10⁻³, a ratio of 1.12. In this example, matching the exponents removes the large exponential imbalance and leaves a factor near one. That factor depends on the masses and on E_M through r, so for other materials it can lie further from one.

**From exponents to currents**

A current also collects carriers away from the Fermi level. Consider one spin-degenerate mode, a drain bias large enough to suppress the return flow, and T = e^(−G) with unit prefactor. At zero temperature a carrier started an energy u below the Fermi level, or above it in the mirrored hole problem, sees a barrier φ + u. The current is

I = (2e/h) ∫₀^∞ exp[−G(φ + u)] du.

Put u = φs. Since G(φ + u) = G(1 + s)^(3/2),

I = (2e/h) φ ∫₀^∞ exp[−G(1 + s)^(3/2)] ds.

At matched G the remaining integral is common to both carriers, so

I_n/I_p = φ_n/φ_p = (m_p/m_n)^(1/3).

The higher barrier carries more current because its transmission falls less steeply with energy. In the example the currents are 3.61 and 3.15 nA, with ratio 1.145. The infinite upper limit idealizes the wire, but the integrand has become small long before u reaches the opposite band edge: the weight beyond u is below e^(−17.7u) for electrons, or about 10⁻⁴ at u = 0.52 eV.

At 300 K, with over-barrier carriers transmitted freely, the currents are 5.21 and 5.11 nA. Their ratio falls to 1.02, because heating multiplies the electron current by 1.44 and the hole current by 1.62.

The larger hole gain follows from scaling. Measure energy toward the barrier top in units of φ. At equal G both carriers then have the same transmission curve, but the thermal step has width kT/φ, which is larger for the lower barrier. Integrating by parts turns the current into an average of N(s), the integral of the transmission up to s, over the symmetric thermal peak. As the transmission never decreases with s, N is convex, and a wider peak gives a larger average.

Equal 300 K currents need φ_n = 0.598 eV, the matched value to three digits. This near coincidence belongs to these parameters: the barrier ratio and the thermal gains happen to offset each other. The interface prefactors and the number of modes are still outside this comparison. A twofold difference in mode number, for instance, would call for the 0.018 eV shift found above.

**Bending the triangle**

The following corrections are applied one at a time, at the same contact field, with T taken as e^(−G).

*Image force.* A carrier outside the metal is attracted by its image, which subtracts a/x from the barrier, with a = e²/(16πε). The maximum of φ − Fx − a/x lies at x = √(a/F), and the lowering is

Δ = 2√(aF) = √[Fe²/(4πε)].

For relative permittivity 11.7, Δ = 0.157 eV, more than a quarter of either barrier. Writing x = (φ/F)s turns the depth into φ[1 − s − (Δ/φ)²/(4s)]. The exponent is therefore the triangular G times a factor that decreases with Δ/φ. This ratio is larger for the hole, whose barrier is lower, so its exponent drops more: G_n = 6.34 and G_p = 6.15. Rebalancing requires φ_n = 0.593 eV and a ratio of 1.125.

*Finite band bending.* A gate potential levels off inside the wire. Let the bending be V₀(1 − e^(−x/λ)), with V₀ = Fλ so that the contact field is unchanged. For λ = 4 nm, V₀ = 0.80 eV. At depth ε the local slope is F[1 − (φ − ε)/V₀], and with ε = φs

G = G_triangle × (3/2) ∫₀¹ √s ds/[1 − (φ/V₀)(1 − s)].

The factor tends to 1 for φ ≪ V₀ and grows with φ/V₀. The exponents become 11.1 and 10.2, and the higher electron barrier suffers more. Rebalancing gives φ_n = 0.586 eV and a ratio of 1.099. The exponents now change by about 43 and 40 per eV, faster than 1/kT = 38.7 per eV at 300 K, so most of the room-temperature current flows above the Fermi level and G at the Fermi level is only a guide to the balance. If V₀ were less than φ, there would be no exit at the Fermi level and the matching question would lose its meaning.

*Two bands.* Near midgap a state should feel both band edges. If it lies a below the conduction edge and b = E_g − a above the valence edge, a simple interpolation is

κ² = (2/ħ²) m_na m_pb/(m_na + m_pb).

For a → 0 it returns 2m_na/ħ², and for b → 0 it returns 2m_pb/ħ². In between it is smaller than either one-band value, so both exponents fall, to 6.12 and 5.61. The balanced barrier is 0.579 eV, with a ratio of 1.070. Silicon's band edges lie at different crystal momenta, so this direct joining probably overstates the coupling; I read the resulting shift of the balanced barrier as a likely overestimate.

**What carries over to a real wire**

The parameters have the rough size expected for silicon, but no single mass describes every wire direction. With a heavy electron mass of 0.92 m₀ and the other inputs fixed, the matched electron barrier falls to 0.457 eV and the exponent rises to 10.1. A mass change of this size moves the target by 0.14 eV, more than any other effect sized here. It is an extreme case: 0.92 m₀ is the electron mass along the long axis of a silicon conduction valley, and in a wire along that axis other valleys offer a much lighter mass and carry most of the tunnelling. The same holds for holes: the lightest branch tunnels best, and the light-hole mass of unstrained bulk silicon is about 0.14 to 0.20 m₀ depending on direction, no heavier than the electron's. With m_n = 0.19 m₀ and m_p = 0.16 m₀ the required ratio is 0.944 and φ_n = 0.544 eV, so the Fermi level should lie above midgap, the opposite sense to the example. Strain and confinement change these masses again.

Confinement leaves the ratio rule unchanged if the barriers are measured from the subband edges. With the same masses taken across the wire, a square box of width D = 10 nm raises each edge by 2π²ħ²/(2mD²), or 0.038 eV for electrons and 0.025 eV for holes. The widened gap gives φ_n = 0.631 eV from the subband edge. Measured from the bulk edge this is 0.6312 − 0.0376 = 0.594 eV, close to the earlier 0.598 eV.

The field of 2 MV/cm is far above the rough bulk breakdown field of silicon, a few tenths of a MV/cm, but here it acts over a few nanometres. With the screened profile the bending of 0.80 eV is less than the 1.12 eV gap, so the bands do not overlap across this contact and band-to-band tunnelling there is closed. An electron leaving the barrier at the Fermi level can gain about 0.80 − 0.60 = 0.20 eV in the remaining bending, too little to create a pair across the gap. The drain end may have a larger drop and needs its own analysis.

Nickel-silicide contacts to silicon typically have the larger barrier on the electron side, roughly like the 0.66 and 0.46 eV pair above. For the model masses, with a lighter electron, that is the right sense but too much asymmetry; if light holes carry the tunnelling, it is the wrong sense and the imbalance is larger. The three shape corrections lower the balanced φ_n by 0.005 to 0.019 eV when applied separately; their combined effect was not calculated. Such shifts matter: if the Fermi level stays at the cube-root position, the corrected exponents differ by 0.19 (image force), 0.95 (finite bending) and 0.51 (two bands), so e^(−G) is out of balance by factors of 1.2, 2.6 and 1.7.

As a design rule, then, the cube root gives a first estimate of the Fermi level when both program states have the same contact field and one mass describes each carrier. It sets the exponents of triangular barriers equal, which requires the field to stay nearly constant up to the exit point. For a profile that levels off gradually, like the exponential one above, this needs a bending much larger than the barrier. For both carriers at once that would take a bending above the gap, since the two barriers add up to it, and band-to-band tunnelling could then open. Such a contact keeps a correction for the levelling of the bands, about 0.01 eV in the balanced barrier for the exponential 0.80 eV bending above; its size depends on the shape of the profile. The final balance of currents also depends on the rest of the barrier profile, the interface and the modes. The values used here are listed in the numerical output below.

Numbers as computed

```
gap: 1.12 eV
electron, hole mass: 0.20, 0.30 m0
field: 2.0 MV/cm
relative permittivity: 11.7
temperature: 300 K, kT: 0.0259 eV
hbar^2/(2 m0): 0.03810 eV nm^2
required barrier ratio n/p: 1.1447
matched electron barrier: 0.5978 eV
matched hole barrier: 0.5222 eV
Fermi level below midgap: 0.0378 eV
barrier widths n, p: 2.989, 2.611 nm
exponents G n, p: 7.0596, 7.0596
exp(-G), both carriers: 8.591e-04
dG/dphi n, p: 17.71, 20.28 per eV
unmatched barriers n, p: 0.66, 0.46 eV
unmatched G n, p: 8.190, 5.836
unmatched exp(-G) ratio p/n: 10.52
ratio n/p if electron field is 10% higher: 1.2198
image-force lowering: 0.1569 eV
image G n, p: 6.343, 6.152
image rebalanced phi_n: 0.5929 eV
image rebalanced ratio n/p: 1.1247
two-band G n, p: 6.116, 5.611
two-band rebalanced phi_n: 0.5788 eV
two-band rebalanced ratio n/p: 1.0696
screened G n, p: 11.133, 10.186
screened rebalanced phi_n: 0.5863 eV
screened rebalanced ratio n/p: 1.0986
screening length: 4.0 nm
band bending at contact: 0.80 eV
two-band exponent across whole gap: 11.73
0 K current per mode n, p: 3.606, 3.150 nA
0 K current ratio n/p: 1.1447
300 K current per mode n, p: 5.209, 5.113 nA
300 K current ratio n/p: 1.0187
thermal gain n, p: 1.445, 1.623
phi_n for equal 300 K currents: 0.5983 eV
metal Fermi energy: 5.0 eV
weak-field prefactors n, p: 1.936, 1.751
Airy transmission n, p: 1.651e-03, 1.474e-03
Airy transmission ratio n/p: 1.1201
level shift offsetting a factor 2: 0.0182 eV
heavy electron mass: 0.92 m0
heavy-mass matched phi_n: 0.4566 eV, G: 10.108
wire width: 10 nm
confinement shifts n, p: 0.0376, 0.0251 eV
matched phi_n with confinement: 0.6312 eV
```
